# Permittivity from charged-defect energies in two cubic supercells

## Question

I am working on an exercise about a doubly charged oxygen vacancy in a high-k gate oxide, with tantalum pentoxide in mind. The defect energy is calculated in two cubic supercells, with edges of 10 and 20 Å. No finite-size correction has been applied. The energy in the larger cell is higher by 0.204 eV, and I am to infer the relative permittivity of the oxide, keeping only the leading interaction between the defect and its periodic images.

I wrote the image energy as charge times image potential, $-\alpha kq^2/(\varepsilon L)$, with $\alpha=2.8373$ for a simple cubic array. Subtracting the two cells gives me $\varepsilon\approx40$, which looks too large for this oxide. What have I done wrong? I also don't see why the energy should rise with cell size: like charges repel, so moving the images apart ought to lower it. And how far can a permittivity obtained from just two energies be trusted?

## Answer

Your expression counts the interaction twice. The sign follows from the neutralising background, which your picture of repelling charges leaves out. Both points come out of the energy of one periodic cell.

**What is being compared**

Let the defect have charge $qe$, with $q=2$, and let the cell edge be $L$, so that the volume is $V=L^3$. The defect energy is

$$
E(L)=E_{\rm tot}^{\rm defect}(L)-E_{\rm tot}^{\rm bulk}(L)+\text{terms independent of }L .
$$

The bulk energy must be subtracted because it grows with the number of atoms. The remaining terms contain the atomic reservoirs and $q$ times the electron reservoir energy. They cancel between the cells if the same bulk band edge is used for both.

I assume a localised charge without a dipole, an isotropic and linear host, and the same charge state and local structure in both cells. A uniform background makes each cell neutral, and the average electrostatic potential is set to zero. No potential alignment has been added: an alignment term varying as $1/L$ would change the coefficient we are about to use.

With lengths in nm and energies in eV, the Coulomb constant is

$$
k=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm}.
$$

**Where the factor one half comes from**

Let $\phi_{\rm im}$ be the potential at a defect due to everything except its own direct Coulomb potential, that is, due to the images and the background. It is measured as energy per unit charge number. By dimensional analysis, a cubic array of point charges must give

$$
\phi_{\rm im}=-\frac{\alpha kq}{\varepsilon L},
$$

since $L$ is the only length available. The number $\alpha$ is found below.

Now build up the charge in every cell together, from $q'=0$ to $q'=q$. The images grow with the defect, so the potential at an intermediate stage is proportional to $q'$. The work per cell is

$$
E_{\rm im}=\int_0^q\left(-\frac{\alpha kq'}{\varepsilon L}\right)dq'
=-\frac{\alpha kq^2}{2\varepsilon L}.
$$

Multiplying the final potential by the final charge would be right for a charge brought into a fixed external potential. Here the potential is produced by copies of the same charge, and each pair interaction is shared between two cells. The background adds no further energy, because a uniform charge multiplied by a potential of zero average gives zero.

**Why the image energy is negative, and where 2.8373 comes from**

Take $L=1$, unit charge and $\varepsilon=1$. Divide space into cubes, each containing a point charge at its centre and a uniform charge of total $-1$. The potential at the central point, without its own $1/r$, is

$$
\phi_{\rm dir}=\lim_{N\to\infty}\left[\sum_{\mathbf R\ne0}\frac1R-\int_{\rm cube}\frac{d^3r}{r}\right],
$$

where the sum and the integral cover the same large cube of $(2N+1)^3$ cells. Each small cube has no charge, dipole, quadrupole or octupole, so its outside potential falls as $r^{-5}$ and the sum over cubes converges.

This potential does not yet have zero average. Let $v(\mathbf r)$ be the potential of one neutral cube with charge density $\rho$. Averaging the sum of all shifted copies of $v$ over a unit cell is the same as integrating one copy over all space. In Fourier space $v(\mathbf G)=4\pi\rho(\mathbf G)/G^2$. For small $G$, neutrality and cubic symmetry leave

$$
\rho(\mathbf G)\simeq-\frac12\int\rho\,(\mathbf G\cdot\mathbf r)^2d^3r
=-\frac{G^2}{6}\int\rho r^2d^3r .
$$

The point charge contributes nothing to the last integral. The background contributes $-3\int_{-1/2}^{1/2}x^2dx=-1/4$. The average is therefore

$$
\bar\phi=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}.
$$

Subtracting it gives $-\alpha=\phi_{\rm dir}-\pi/6$, or $\alpha=\pi/6-\phi_{\rm dir}$.

The central cube alone already comes close. The integral of $1/r$ over it is 2.38008, so it gives $\alpha\approx2.38008+0.5236=2.9037$. Including the other cubes brings the direct sum to 2.83730, in agreement with the Ewald value 2.837297.

The sign now has a plain meaning. The images do repel the defect, but the negative background fills the space between them and also surrounds the defect itself. Its attraction wins. As the cell grows, this background becomes more dilute, the binding weakens, and the energy rises towards that of the isolated defect. The result depends on $q^2$, so a defect of charge $-2$ behaves in the same way.

**Solving for the permittivity**

To leading order,

$$
E(L)=E_\infty-\frac{\alpha kq^2}{2\varepsilon L}.
$$

With $L_1=1.0$ nm and $L_2=2.0$ nm, the rise $D=E(L_2)-E(L_1)$ is

$$
D=-\frac{\alpha kq^2}{2\varepsilon L_2}+\frac{\alpha kq^2}{2\varepsilon L_1}
=\frac{\alpha kq^2}{2\varepsilon}\left(\frac1{L_1}-\frac1{L_2}\right).
$$

The unknown $E_\infty$ has cancelled. Multiplying by $\varepsilon/D$ gives

$$
\varepsilon=\frac{\alpha kq^2}{2D}\left(\frac1{L_1}-\frac1{L_2}\right).
$$

The numerical prefactor is

$$
\frac{\alpha kq^2}{2}=\frac{2.837297\times1.43996\times4}{2}=8.1712\ \text{eV nm},
$$

and hence

$$
\varepsilon=\frac{8.1712\times0.500}{0.204}=20.03\approx20 .
$$

Without the half you get 40.05, which is your result. Using $q=1$ instead of $q=2$ would give 5.01.

The image energies are $-0.408$ eV in the smaller cell and $-0.204$ eV in the larger one. The larger cell is therefore not converged: within this law it still lies 0.204 eV below the isolated limit. Within the same law, and because $L_2=2L_1$, the limit follows without knowing $\varepsilon$:

$$
2E(L_2)-E(L_1)=E_\infty-\frac{\alpha kq^2}{2\varepsilon}\left(\frac2{2L_1}-\frac1{L_1}\right)=E_\infty .
$$

**Which permittivity is it?**

If the ions relax around the charge in both cells, their displacements screen it together with the electrons, and $\varepsilon$ is the static permittivity. If the ions are held at fixed positions, only the electrons respond. The electronic permittivity of tantalum pentoxide is roughly 4 to 5. Taking 4.5, the same two cells would differ by $8.1712\times0.5/4.5\approx0.9$ eV. A rise of only 0.204 eV therefore points to relaxed ions, provided the leading term dominates.

**How the answer responds to energy errors**

Since $\varepsilon\propto1/D$, a small relative error in $D$ produces an equal and opposite relative error in $\varepsilon$. Rounding $D$ to three decimals leaves a range from 19.98 to 20.08. An error of 0.01 eV matters more: $D=0.194$ eV gives 21.06, and $D=0.214$ eV gives 19.09.

These ranges assume that the $1/L$ law holds. Two energies determine the two unknowns $E_\infty$ and $\varepsilon$, so they cannot also test the law. For that we need the next term.

**The next term in the cell size**

A real defect charge has a finite width, and the screening of a real host depends on the wavelength. Let $f(\mathbf G)$ be the Fourier transform of the charge distribution, normalised to $f(0)=1$, and let $\varepsilon(G)$ be the permittivity at wavevector $G$. This description neglects the local fields of the separate ions. Poisson's equation gives a potential component proportional to $4\pi f/[\varepsilon(G)G^2]$, and the energy per cell is

$$
E_{\rm per}=\frac{kq^2}{2V}\sum_{\mathbf G\ne0}\frac{4\pi S(G)}{G^2},
\qquad S(G)=\frac{|f(\mathbf G)|^2}{\varepsilon(G)} .
$$

The background removes the $\mathbf G=0$ term. For the isolated defect, the sum $V^{-1}\sum_{\mathbf G}$ becomes the integral $\int d^3G/(2\pi)^3$. Write

$$
\frac{S(G)}{G^2}=\frac1{\varepsilon G^2}+h(G),\qquad
S(G)=\frac1\varepsilon+bG^2+\cdots,\qquad h(0)=b .
$$

The first part is a point charge in a uniform medium. With the same short-wave cutoff in the sum and the integral, removed at the end, their difference is the image potential already found, and it gives $-\alpha kq^2/(2\varepsilon L)$.

The second part is smooth at $G=0$. By Poisson summation, its complete lattice sum differs from its integral by terms that vanish rapidly once $L$ is much larger than the defect width and the screening length. But the periodic energy lacks the $\mathbf G=0$ term, so we must subtract $(kq^2/2V)\,4\pi b$. The result is

$$
E(L)=E_\infty-\frac{\alpha kq^2}{2\varepsilon L}-\frac{2\pi kq^2b}{L^3}.
$$

This cubic term is that of the screened charge alone. In an atomistic calculation the short-range potential of the defect also shifts the level from which the average potential is measured, and this adds an energy proportional to $q/L^3$.

For a definite case, take a Gaussian charge with $|f|^2=e^{-s^2G^2}$ and

$$
\frac1{\varepsilon(G)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{\lambda^2G^2}{1+\lambda^2G^2},
$$

where $\lambda$ is a screening length. To order $G^2$,

$$
S(G)\simeq(1-s^2G^2)\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\lambda^2G^2\right],
$$

so

$$
b=\left(1-\frac1\varepsilon\right)\lambda^2-\frac{s^2}{\varepsilon}.
$$

The width term is divided by $\varepsilon$, but the screening term is hardly reduced at all. A short screening length can therefore matter even in a high-k oxide.

Suppose the true permittivity is 20 and $s=0.05$ nm. Applying the leading formula to the model's energies at 1 and 2 nm gives:

| $\lambda$ (nm) | rise (eV) | inferred $\varepsilon$ |
|---:|---:|---:|
| 0.00 | 0.2003 | 20.40 |
| 0.03 | 0.2274 | 17.97 |
| 0.05 | 0.2755 | 14.83 |

When $b>0$, the extra term lowers the small cell more than the large one. This increases the rise, and the leading formula reads the larger rise as weaker screening.

We can turn this around for your value of $D$. For $\lambda=0.03$ nm the cubic term at 1 nm is $-0.0264$ eV. It is eight times smaller at 2 nm, so it adds $0.0264\times7/8\approx0.023$ eV to the rise. Removing that from 0.204 eV leaves 0.181 eV, and $\varepsilon\approx23$. For $\lambda=0.05$ nm the same reasoning gives about 31. The screening lengths are model choices, but they show that "near 20" is a leading-order answer and not a measurement to two decimals. Nor is the correction always upwards. When the width term wins, that is when $s^2>(\varepsilon-1)\lambda^2$, $b$ is negative, as in the first row of the table. The leading formula then reads too high, and the true permittivity lies below the inferred value. The local fields of the separate ions, left out of this model, also change $b$. At a vacancy the missing polarisable ion weakens the screening next to the charge, which tends to make $b$ positive.

**What larger or additional cells gain**

If both edges are doubled at a fixed ratio $L_2/L_1$, the leading difference falls by two and the cubic difference by eight. The relative error in the rise thus falls by four. For $\lambda=0.03$ nm, cells of 2 and 4 nm give 19.45 instead of 17.97.

A third cell can separate the two terms. Write $E=E_\infty-A/L-B/L^3$ and use edges of 1, 1.5 and 2 nm. With $L$ in nm, the rises from the smallest cell are

$$
D_a=E(1.5)-E(1)=\frac A3+\frac{19B}{27},\qquad
D_b=E(2)-E(1)=\frac A2+\frac{7B}{8}.
$$

Multiply the first by $7/8$ and the second by $19/27$, then subtract to remove $B$:

$$
\frac{19}{27}D_b-\frac78D_a=\left(\frac{19}{54}-\frac7{24}\right)A=\frac{13}{216}A,
$$

$$
A=\frac{152D_b-189D_a}{13},\qquad \varepsilon=\frac{\alpha kq^2}{2A}.
$$

In the model this recovers 20.00 for all three screening lengths. The cost is sensitivity to noise. An error of 0.001 eV in $D_b$, with $D_a$ held fixed, changes $A$ by $152\times0.001/13\approx0.012$ eV nm. That is about 3% of $A=8.1712/20\approx0.41$ eV nm. Three energies also fix three unknowns, so a fourth cell is needed to test the extended law.

**Comparison with a real oxide**

Amorphous tantalum pentoxide has a static permittivity of roughly 20 to 25, so the inferred value is reasonable for it. Crystalline forms can have markedly higher values, even about 40, so this comparison alone could not have exposed the missing factor one half; the derivation does. A crystalline oxide also need not be isotropic. With principal permittivities of 15, 20 and 25 along the cube edges, the cubic image array sees an effective value of 19.91, so anisotropy of this size hardly matters here.

Elastic interaction between the relaxed defects may matter more. Its scale is $p^2/(CL^3)$ for a force dipole $p$ and an elastic modulus $C$. With round values of 5 eV and 150 GPa, this scale changes by about 0.02 eV between the cells. The same factor one half applies here: for an isotropic dipole in an isotropic host held at fixed cell size, the term is $+p^2/(2CL^3)$ with $C$ the longitudinal modulus, so it lowers the rise by about 0.01 eV, roughly 5% of $D$. If the cell volume is relaxed instead, the sign reverses and the size is similar. Linear response is also uncertain near the defect: with $\varepsilon=20$, the screened field of one isolated defect is about 6 MV/cm at 0.5 nm. That is already comparable with the strongest fields a gate oxide is asked to bear, roughly a few MV/cm, and in this continuum picture the field grows as $1/r^2$ closer in.

A device also breaks the assumption of a uniform host. Gate stacks often contain a thin interfacial layer of silicon oxide, with permittivity about 4. For layers in series the ratios of thickness to permittivity add. As an illustration, 4 nm of oxide with $\varepsilon=20$ on 1 nm with $\varepsilon=4$ has an effective permittivity of $5/(4/20+1/4)\approx11$. The supercell result describes the high-k material in a static calculation. It does not describe the whole stack, nor does it include the effect of the working temperature.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
Charge number q: 2
Cell edges L1, L2: 1.0, 2.0 nm
Energy rise D: 0.204 eV
Coulomb constant k: 1.43996 eV nm
Cubic constant alpha, Ewald: 2.837297
Cubic constant alpha, direct sum: 2.83730
Integral of 1/r over unit cube: 2.38008
Difference 1/L1 - 1/L2: 0.500 1/nm
Product k q^2 alpha / 2: 8.1712 eV nm
Inferred relative permittivity: 20.03
Image energy in cell L1: -0.408 eV
Image energy in cell L2: -0.204 eV
Isolated limit above E(L2): 0.204 eV
Permittivity for D = 0.2035 eV: 20.08
Permittivity for D = 0.2045 eV: 19.98
Permittivity for D = 0.194 eV: 21.06
Permittivity for D = 0.214 eV: 19.09
Slip, charge one used: 5.01
Slip, factor one half forgotten: 40.05
Model: true permittivity 20, width 0.05 nm
Screening length 0.00 nm:
  cubic term at 1 nm: 0.0045 eV
  rise from 1 to 2 nm: 0.2003 eV
  permittivity from 1 and 2 nm cells: 20.40
  permittivity from 2 and 4 nm cells: 20.10
  permittivity from three cells: 20.00
Screening length 0.03 nm:
  cubic term at 1 nm: -0.0264 eV
  rise from 1 to 2 nm: 0.2274 eV
  permittivity from 1 and 2 nm cells: 17.97
  permittivity from 2 and 4 nm cells: 19.45
  permittivity from three cells: 20.00
Screening length 0.05 nm:
  cubic term at 1 nm: -0.0814 eV
  rise from 1 to 2 nm: 0.2755 eV
  permittivity from 1 and 2 nm cells: 14.83
  permittivity from 2 and 4 nm cells: 18.40
  permittivity from three cells: 20.00
Principal permittivities: [15, 20, 25]
Effective scalar permittivity: 19.91
Force dipole: 5 eV, modulus: 150 GPa
Modulus in atomic-scale units: 936 eV/nm^3
Elastic energy scale at L1: 0.027 eV
Elastic change from L1 to L2: 0.023 eV
Screened field at 0.5 nm: 5.75 MV/cm
```
